# The Lateral Field in the Saturated Drain Region of a MOSFET

An n-channel MOSFET has a p-type silicon body layer of depth $d$ under a gate oxide of thickness $t_{ox}$. The drain voltage is high enough that the electrons reach their saturation speed $v_{sat}$ before they reach the drain. Let $y$ be the distance from the point where this happens towards the drain, and $z$ the depth below the oxide. At $y=0$ the channel voltage is $V_{sat}$ and the lateral field is $E_{sat}$. Here $E=dV/dy$ is a positive magnitude: the electric field itself points towards the source, $\mathcal E_y=-E$.

The algebra is in Hartree atomic units, so Gauss's law reads $\oint\kappa\,\boldsymbol{\mathcal E}\cdot d\mathbf A=4\pi Q$, with relative permittivities $\kappa_s$ (silicon) and $\kappa_{ox}$ (oxide). All charges and fluxes are per unit width of the device.

The model assumes the following:

- The acceptor density $N_A$ is uniform and the layer is fully depleted.
- No flux leaves through the bottom of the layer. A thick buried oxide makes this reasonable; in a bulk transistor, with $d$ near the junction depth, it is a cruder guess.
- $E$ does not depend on $z$.
- The drain is an abrupt, equipotential contact.

## (a) Apply Gauss's law to the box between $0$ and $y$.

**Solution.** The box spans the full depth $d$, and its top face lies just inside the oxide, so that it encloses the electrons at the surface. The outward fluxes are:

- drain-side face, normal $+y$: $-\kappa_s d\,E(y)$;
- source-side face, normal $-y$: $+\kappa_s d\,E_{sat}$;
- bottom face: zero.

For the top face, let $V$ be measured from the source end of the channel, and let $V_g$ be the gate voltage less the flat-band voltage and the source-end surface potential. The voltage across the oxide is then $V_g-V$. When it is positive the oxide field points down into the silicon, against the outward normal, and the flux is $-(\kappa_{ox}/t_{ox})\int_0^y(V_g-V)\,dy'$.

The enclosed charge is negative: ionized acceptors, $-N_A d\,y$, and electrons of sheet density $n_s$. With $v=v_{sat}$ throughout the box and no generation of carriers, a steady current per width $J=n_s v_{sat}$ (particles per time) makes $n_s$ constant, so the electrons contribute $-n_s y$. Gauss's law, multiplied by $-1$, is

$$\kappa_s d\,[E(y)-E_{sat}]+\frac{\kappa_{ox}}{t_{ox}}\int_0^y(V_g-V)\,dy'=4\pi(N_A d+n_s)\,y .$$

## (b) Turn this into a differential equation for $V$ free of the charges.

**Solution.** Differentiation with respect to $y$ gives

$$\kappa_s d\,\frac{dE}{dy}+\frac{\kappa_{ox}}{t_{ox}}(V_g-V)=4\pi(N_A d+n_s).$$

On the source side of $y=0$ the gradual-channel approximation holds: the gate flux alone balances the charge, and the term in $dE/dy$ is dropped. Applied at $y=0$ it reads

$$\frac{\kappa_{ox}}{t_{ox}}(V_g-V_{sat})=4\pi(N_A d+n_s).$$

The right-hand sides are the same constant. Subtracting the second equation from the first leaves

$$\kappa_s d\,\frac{dE}{dy}-\frac{\kappa_{ox}}{t_{ox}}(V-V_{sat})=0 .$$

With $u=V-V_{sat}$ and $E=du/dy$,

$$\frac{d^2u}{dy^2}=\frac{u}{l^2},\qquad l^2=\frac{\kappa_s}{\kappa_{ox}}\,d\,t_{ox}.$$

As $V$ rises, the gate supports less of the fixed charge, and a growing lateral field must support the rest. A thin oxide or a thin layer shortens $l$.

## (c) Find the field along the region.

**Solution.** The general solution is $u=A\cosh(y/l)+B\sinh(y/l)$. The condition $u(0)=0$ gives $A=0$. The condition $u'(0)=E_{sat}$ gives $B/l=E_{sat}$. Hence

$$V-V_{sat}=l\,E_{sat}\sinh\frac yl,\qquad E(y)=E_{sat}\cosh\frac yl .$$

For $y\ll l$ the field is $E_{sat}(1+y^2/2l^2)$, nearly flat. For $y\gg l$ it is $\tfrac12E_{sat}e^{y/l}$, growing by a factor $e$ in each length $l$.

## (d) Find the field at the drain and the length of the saturated region for a given drain voltage $V_{DS}$.

**Solution.** Multiply $u''=u/l^2$ by $u'$. Both sides are derivatives, $\tfrac12(u'^2)'=\tfrac1{2l^2}(u^2)'$, and integration from $y=0$ gives $E^2-E_{sat}^2=u^2/l^2$. At the drain $u=U\equiv V_{DS}-V_{sat}$, so

$$E_m=\sqrt{E_{sat}^2+\left(\frac{U}{l}\right)^2}.$$

The length follows from $U=lE_{sat}\sinh(\Delta L/l)$:

$$\Delta L=l\,\operatorname{arsinh}\frac{U}{lE_{sat}}=l\ln\frac{U/l+E_m}{E_{sat}} .$$

Two limits show the content. For $U\gg lE_{sat}$, $E_m\approx U/l$ and $\Delta L\approx l\ln(2U/lE_{sat})$: the excess voltage falls over about one length $l$ next to the drain, while the region lengthens only logarithmically. For $U\ll lE_{sat}$, $E_m\approx E_{sat}+U^2/(2l^2E_{sat})$ and $\Delta L\approx U/E_{sat}$: the field has hardly begun to rise. In this second limit the field gradient at $y=0$, neglected so far, matters more than the quadratic term; part (f) gives the correction.

## (e) Find $V_{sat}$, and evaluate the results for a device.

Below $E_{sat}$ take the speed as $v=\mu E/(1+E/E_{sat})$, with $E_{sat}=2v_{sat}/\mu$ so that $v(E_{sat})=v_{sat}$. The unsaturated channel has length $L_c$. The device has $d=50$ nm, $t_{ox}=10$ nm, $\kappa_s=11.7$, $\kappa_{ox}=3.9$, $N_A=10^{17}$ cm$^{-3}$, $\mu=400$ cm$^2$/Vs, $v_{sat}=8\times10^6$ cm/s, $L_c=400$ nm, gate overdrive $V_{ov}=1.5$ V and $V_{DS}=2.5$ V.

**Solution.** Let $c=\kappa_{ox}/(4\pi t_{ox})$. The gradual-channel balance gives the electron density $c(V_g-V)-N_Ad=c(V_{ov}-V)$, where $V_{ov}=V_g-N_Ad/c$. The current per width is

$$J=c(V_{ov}-V)\frac{\mu E}{1+E/E_{sat}} .$$

Multiply by $1+E/E_{sat}$ and write $E=dV/dy$:

$$J\,dy=\left[\mu c(V_{ov}-V)-\frac{J}{E_{sat}}\right]dV .$$

Integration over the unsaturated channel, from $V=0$ to $V_{sat}$, gives

$$J\left(L_c+\frac{V_{sat}}{E_{sat}}\right)=\mu c\left(V_{ov}V_{sat}-\tfrac12V_{sat}^2\right).$$

At its end $J=c(V_{ov}-V_{sat})\,\mu E_{sat}/2$. Insert this and multiply by $2/(\mu c)$:

$$(V_{ov}-V_{sat})(E_{sat}L_c+V_{sat})=2V_{ov}V_{sat}-V_{sat}^2 .$$

Expanding the left side, cancelling $-V_{sat}^2$ and collecting $V_{sat}$ leaves

$$V_{sat}=\frac{E_{sat}L_c\,V_{ov}}{E_{sat}L_c+V_{ov}} .$$

For the numbers, $E_{sat}=2(8\times10^6)/400=4\times10^4$ V/cm $=0.040$ MV/cm, which is 0.0040 V/nm. Then $E_{sat}L_c=1.6$ V, and

$$V_{sat}=\frac{1.6\times1.5}{3.1}=0.774\ \text{V},\qquad U=2.5-0.774=1.726\ \text{V}.$$

The length is $l=\sqrt{3\times50\times10}=38.7$ nm, or 387 Å. Since $U/l=0.0446$ V/nm $=0.446$ MV/cm,

$$E_m=\sqrt{0.040^2+0.446^2}=0.447\ \text{MV/cm},$$

equivalent to a force of 0.0045 eV/Å on an electron. The saturated region has $\Delta L=38.7\,\operatorname{arsinh}(1.726/0.155)=120$ nm. Direct numerical integration of the balance in (b), with the charges left in, gives the same $E_m$ and $\Delta L$.

## (f) How much does the neglected field gradient at $y=0$ matter?

**Solution.** The gradual channel itself predicts a gradient. Write its current equation as $J=E\,[\mu c(V_{ov}-V)-J/E_{sat}]$ and differentiate at constant $J$:

$$0=E'\left[\mu c(V_{ov}-V)-\frac J{E_{sat}}\right]-\mu cE^2 .$$

The bracket equals $J/E$, so $E'=\mu cE^3/J$. With $E=E_{sat}$ and the saturated current,

$$s\equiv E'(0)=\frac{2E_{sat}^2}{V_{ov}-V_{sat}} .$$

This is an estimate, because the channel equation omits the lateral flux. If the gradient is kept in the balance at $y=0$, the subtraction in (b) gives $u''=u/l^2+s$. Multiplication by $u'$ and integration now yield

$$E_m^2=E_{sat}^2+\frac{U^2}{l^2}+2sU .$$

Here $s=0.44\times10^{-4}$ V/nm$^2$. Near the entry this matters: $sl/E_{sat}=0.43$. At the drain, with $V_{sat}$ and $l$ held fixed, it raises $E_m$ by only 3.7%, because $2sU$ grows linearly with $U$ and $U^2/l^2$ quadratically. For small $U$ the order is reversed: below $U=2sl^2\approx0.13$ V the gradient term is the larger, and as $U\to0$ the field rises as $E_m\approx E_{sat}+sU/E_{sat}$.

In fact $V_{sat}$ changes too. Solving the balance numerically with the lateral flux kept along the whole channel, at the same $L_c$, gives $V_{sat}=0.81$ V, $s=0.33\times10^{-4}$ V/nm$^2$ and $\Delta L=110$ nm. The drain field is then 0.452 MV/cm, only 1% above the simple result, because the smaller $U$ offsets most of the gradient term.

## (g) When may the field be treated as uniform over the depth, and what changes when it may not?

**Solution.** Let $w(y,z)$ be the potential in excess of the depth profile at $y=0$. If the charge keeps its distribution in depth, it cancels from the equation for $w$, and $\nabla^2w=0$. Let $w_s$ be the surface value. Continuity of flux at the oxide requires $\kappa_s\,\partial_zw=\kappa_{ox}w_s/t_{ox}$ at $z=0$, and the closed bottom requires $\partial_zw=0$ at $z=d$. The parabola that meets both conditions is

$$w=w_s\left[1+b\left(\frac zd-\frac{z^2}{2d^2}\right)\right],\qquad b=\frac{\kappa_{ox}d}{\kappa_st_{ox}} .$$

Its depth mean is $\bar w=w_s(1+b/2-b/6)=w_s(1+b/3)$. The box balance relates the mean lateral field to the surface potential, $\kappa_sd\,\bar w''=(\kappa_{ox}/t_{ox})w_s$, so

$$w_s''=\frac{w_s}{\lambda^2},\qquad \lambda=l\sqrt{1+\frac b3} .$$

The simple result therefore requires $b\ll1$. The device has $b=1.67$ and $\lambda=48.3$ nm. Diagonalizing the depth operator, without assuming a parabola, gives 49.0 nm. With $\lambda$ in place of $l$, the saturated length becomes 139 nm instead of 120 nm.

The drain field does not follow by the same replacement. Take $N_A=0$ first, so that the profile at $y=0$ is flat. The contact then forces $w$ to be uniform in depth, so $w_s/\bar w$ must rise from about $1/(1+b/3)$ upstream to 1 at the drain. From $\bar w''=(w_s/\bar w)\,\bar w/l^2$, a ratio that stays between these values puts the mean drain field between the results with $\lambda$ and with $l$, here 0.36 and 0.447 MV/cm. A two-dimensional Poisson solution of the film with $N_A=0$, in which the gate oxide is still a local capacitor, gives 0.386 MV/cm, and the box formula is 16% above it. Including the lateral field in the gate oxide changes the two-dimensional value by only 1–2%: it falls to about 0.38 MV/cm when gate and oxide continue over the drain, and rises to about 0.39 MV/cm if the oxide is closed off at the drain edge. For 10 nm films with the same end voltages and $E_{sat}$, the excess is 0.7% at $b=0.05$ and 2.7% at $b=0.20$. At $b=0.05$, with the acceptors included, the mean field follows the cosh to within 2.5% along the whole region.

These are means over the drain face, and the mean is the quantity that Gauss's law supplies. At the ideal surface corner, again with $N_A=0$, the contact demands $\partial_zw=0$, while the oxide demands $\partial_zw=\beta=bU/d$. With $x$ the distance from the contact, $r^2=x^2+z^2$ and $\theta=\arctan(z/x)$, the local harmonic solution that reconciles them is

$$w=U+\frac{2\beta}{\pi}\left[x\ln r+z\left(\frac\pi2-\theta\right)\right].$$

It equals $U$ at $x=0$ and has slope $\beta$ in $z$ at $z=0$. Along the surface the lateral field contains $-(2\beta/\pi)(\ln x+1)$, which diverges at the corner. The divergence is logarithmic because the oxide is treated as a local capacitor. If the lateral field in the oxide is included, a sharp drain edge under a continuous oxide gives a power law instead, about $r^{-0.23}$. Both are integrable, so the face mean stays finite. A real drain edge is rounded and graded, which removes it.

## (h) How far can the number be trusted for a real transistor?

**Solution.** The parameters are rough values for a fully depleted silicon-on-insulator transistor of about the half-micron generation, with a 400 nm buried oxide. The maximum depletion width is 104 nm, so the 50 nm film is indeed fully depleted.

The distribution of charge in depth affects the result. The acceptors bend the entry profile, lowering its mean below the surface value by $4\pi N_Ad^2/(3\kappa_s)=(V_g-V_{ov})\,b/3$. With $V_g=1.732$ V this is 0.13 V. The mean potential has that much further to rise, and the two-dimensional drain field increases from 0.386 to 0.409 MV/cm. That solution holds the electrons at the surface. At the drain, however, $V_g-V_{DS}=-0.77$ V: the oxide field has reversed and pushes electrons away from the surface. Spreading them evenly over the depth from $y=0$ onward, with the entry profile unchanged, raises the field by 15%, to about 0.47 MV/cm. If the length is kept at 139 nm, the mean entry field then reverses; restoring $E_{sat}$ there shortens the region to about 103 nm but hardly changes the drain field. The box value of 0.447 lies between these two cases through partial cancellation of errors, and placing the electrons at the back interface instead gives 0.49–0.50 MV/cm. The depth distribution of the charge alone thus spans about 0.4 to 0.5 MV/cm for an abrupt drain, and the effects listed next can move either end of this range by a few hundredths.

Other effects, each taken alone, shift the box value as follows:

- Flux into the buried oxide, added as a parallel capacitance: +1.2%. This is an underestimate, because the oxide is much thicker than $\lambda$ and flux from the drain spreads sideways through it. In two-dimensional solutions with $N_A=0$, the buried oxide raises the mean drain field by roughly 3–6%, depending on the substrate voltage and on the boundary conditions outside the film.
- Velocity overshoot, with the speed rising linearly with $V$ to $1.5\,v_{sat}$ at the drain: −8%. Fewer electrons then carry the current, and less lateral flux is needed. An energy relaxation time of roughly 0.3 ps gives a relaxation length of 24 nm, comparable with $l$, so a speed fixed by the local field is doubtful here.
- Operation at 400 K, with $v_{sat}$ reduced by 10%, $\mu\propto T^{-3/2}$, and overdrive, $L_c$ and $V_{DS}$ fixed: −7%. The larger $E_{sat}$ raises $V_{sat}$ and reduces $U$.

Whether the drain may be treated as abrupt depends on its doping. If the drain edge, of donor density $N_D$, is taken as fully depleted, and moving electrons and gate flux are neglected there, the field falls linearly to zero over a width $\kappa_sE_m/(4\pi N_D)$, which takes up a voltage $\kappa_sE_m^2/(8\pi N_D)$. For $10^{20}$ cm$^{-3}$ the formula gives 0.0065 V. That is below $kT/e$, so the edge is not really depleted; with Fermi–Dirac statistics for the electrons the drop is about 0.03 V, still less than 2% of $U$. For a lightly doped extension of $10^{18}$ cm$^{-3}$ it gives 0.65 V if $E_m$ is held at the box value. Letting the field adjust, and including the moving electrons and the flux from a gate that covers the extension, gives about 0.59 V, a third of $U$, and a peak field near 0.30 MV/cm. The equipotential contact then fails, and the peak field is lower than calculated, which is the purpose of such an extension.

Impact ionization is harder to estimate. A rough local rate of $7\times10^5\,\text{cm}^{-1}\exp[-(1.23\ \text{MV/cm})/E]$ gives 0.05 electron–hole pairs per electron for the box field and 0.04 for the two-dimensional mean field. These values are probably too high: the relaxation length is comparable with $l$, so the electron energy lags behind the rising field. Replacing $E$ in the rate by its average over the path already travelled, with an exponential memory of 24 nm, lowers the box value from 0.05 to about 0.006; the result is sensitive to this rough length, and a memory of 40 nm gives 0.002. The effect on the current is then small, but in a floating film the holes can still raise the body potential. Band-to-band tunnelling is negligible at this field: a uniform-field estimate with a gap of 1.12 eV and a mass of 0.2 electron masses gives a factor of about $10^{-35}$ for a triangular barrier and $10^{-21}$ for a two-band barrier with 0.2 as the band-edge mass ($10^{-29}$ if 0.2 is the reduced mass).

The numerical output below lists the device parameters and the main results, but not every estimate quoted in (f)–(h).

## Values computed for the example and the checks

```
film thickness d: 50 nm
gate oxide: 10 nm
buried oxide: 400 nm
acceptors: 1.0e+17 cm^-3
relative permittivity Si: 11.7
relative permittivity oxide: 3.9
mobility: 400 cm2/Vs
saturation speed: 8.0e+06 cm/s
gate overdrive: 1.50 V
drain voltage: 2.50 V
unsaturated channel L_c: 400 nm
Esat: 0.0400 MV/cm
V_sat formula: 0.7742 V
V_sat channel integration: 0.7742 V
U = V_DS - V_sat: 1.7258 V
mobile sheet density: 1.564e+12 cm^-2
effective gate voltage V_g: 1.732 V
length l: 38.73 nm
length l: 387.3 angstrom
Em box formula: 0.4474 MV/cm
Em box formula: 0.00447 eV/angstrom per e
Em marched balance: 0.4474 MV/cm
saturated length box formula: 120.3 nm
saturated length marched: 120.3 nm
b: 1.667
thin film b=0.05, largest profile error: +1.94 %
box Em excess over 2D, b=0.05 undoped: +0.73 %
box Em excess over 2D, b=0.20 undoped: +2.70 %
box Em excess over 2D, example undoped: +15.85 %
corrected decay length: 48.30 nm
decay length by diagonalization: 48.97 nm
saturated length corrected: 139.4 nm
2D entry field undoped: 0.0399 MV/cm
2D drain-face mean field undoped: 0.3862 MV/cm
2D drain-face mean field doped: 0.4089 MV/cm
2D mesh-halving shift: +0.08 %
2D shift, carriers spread in depth: +14.92 %
entry slope s: 0.441 1e-4 V/nm^2
Em shift from entry slope: +3.73 %
Em shift from buried oxide: +1.23 %
Em shift, speed up to 1.5 v_sat: -8.23 %
Em shift at 400 K: -6.53 %
energy relaxation length: 24 nm
maximum depletion width: 104 nm
drop in drain doped 1e20 cm^-3: 0.0065 V
drop in drain doped 1e18 cm^-3: 0.65 V
pairs per electron, box field: 0.0491
pairs per electron, 2D mean field: 0.0379
log10 band-to-band tunnel factor: -35.1
```
